\section*{Body coefficient and surface-potential parameter from three MOSFET thresholds}

\section{Problem}

The threshold voltage of a long, wide n-channel MOSFET is measured at three reverse body biases. The bias $V$ is the source potential minus the body potential, so $V\ge 0$.

\begin{center}
\begin{tabular}{cc}
$V$ (V) & $V_T$ (V)\\
0 & 0.4000\\
1 & 0.5342\\
3 & 0.7165
\end{tabular}
\end{center}

Take the body to be uniformly doped with acceptor density $N$, and the threshold to follow
\begin{equation}
V_T(V)=V_{T0}+\gamma\left(\sqrt{\phi_0+V}-\sqrt{\phi_0}\right),
\qquad \gamma>0,\quad \phi_0>0 .
\label{law}
\end{equation}
Find the body coefficient $\gamma$ and the surface-potential parameter $\phi_0$. How well do the data fix them, and what do they say about the device?

\subsection*{Where the law comes from}

Let $\psi$ be the potential in the silicon relative to the neutral body, $\psi_s$ its surface value, and $\phi_t=kT/q$. The body is p-type with $N=n_i e^{\phi_F/\phi_t}$. The reverse bias lowers the electron quasi-Fermi level, so that with Boltzmann statistics
\begin{equation}
p=Ne^{-\psi/\phi_t},\qquad
n=\frac{n_i^2}{N}e^{(\psi-V)/\phi_t}=Ne^{(\psi-2\phi_F-V)/\phi_t}.
\end{equation}
Threshold is defined here as the point where the surface electron density equals $N$. The band bending is then $\psi_s=\psi_T\equiv\phi_0+V$ with $\phi_0=2\phi_F$.

Poisson's equation, with the minute electron density of the neutral body neglected in its charge balance, is
\begin{equation}
\frac{d^2\psi}{dx^2}=\frac{qN}{\varepsilon_s}
\left[1-e^{-\psi/\phi_t}+e^{(\psi-\psi_T)/\phi_t}\right].
\end{equation}
Multiply by $2\,d\psi/dx$ and integrate from the neutral body, where $\psi$ and the field vanish, to the surface. The surface field $F_s$ at $\psi_s=\psi_T$ obeys
\begin{equation}
F_s^2=\frac{2qN}{\varepsilon_s}\left[\psi_T
-\phi_t\left(1-e^{-\psi_T/\phi_t}\right)
+\phi_t\left(1-e^{-\psi_T/\phi_t}\right)\right]
=\frac{2qN\psi_T}{\varepsilon_s}.
\end{equation}
The holes left at the depletion edge reduce the charge, the electrons at the surface increase it, and at this band bending the two corrections cancel. The charge per area, $\varepsilon_sF_s=\sqrt{2q\varepsilon_sN\psi_T}$, is therefore that of the simple depletion picture.

The gate-to-body voltage is the flat-band voltage $V_{FB}$ plus the band bending plus the oxide drop $\varepsilon_sF_s/C_{ox}$. Subtracting $V$ refers it to the source:
\begin{equation}
V_T=V_{FB}+\phi_0+\gamma\sqrt{\phi_0+V},\qquad
\gamma=\frac{\sqrt{2q\varepsilon_sN}}{C_{ox}} .
\label{device}
\end{equation}
Subtracting the value at $V=0$ gives Eq.~(\ref{law}).

\section{First estimate by scaling}

Differentiating Eq.~(\ref{law}) gives
\begin{equation}
\frac{dV_T}{dV}=\frac{\gamma}{2\sqrt{\phi_0+V}} .
\label{slope}
\end{equation}
The slope scales as the inverse root of the total band bending, because the depletion layer widens as that root and its capacitance falls accordingly. Two slopes therefore suffice for an estimate. Assign the mean slope of each interval to its midpoint:
\begin{align}
s_1&=\frac{0.5342-0.4000}{1}=0.1342 &&\text{at } V\approx0.5\ \text{V},\\
s_2&=\frac{0.7165-0.5342}{2}=0.09115 &&\text{at } V\approx2\ \text{V}.
\end{align}
The scaling law requires
\begin{equation}
\frac{\phi_0+2}{\phi_0+0.5}\approx R=\left(\frac{s_1}{s_2}\right)^2=2.168 ,
\end{equation}
with $\phi_0$ in volts. Hence $\phi_0+2=R\phi_0+0.5R$, and
\begin{equation}
\phi_0\approx\frac{2-0.5R}{R-1}=\frac{0.9162}{1.1677}=0.785\ \text{V}.
\end{equation}
Equation~(\ref{slope}) at the first midpoint then gives
\begin{equation}
\gamma\approx2s_1\sqrt{\phi_0+0.5}=0.2684\sqrt{1.285}=0.304\ \text{V}^{1/2}.
\end{equation}

\section{Exact solution}

Differences remove the unknown flat-band voltage. Write $d=V_T(V)-V_{T0}$, so that
\begin{equation}
\frac{d}{\gamma}+\sqrt{\phi_0}=\sqrt{\phi_0+V}.
\end{equation}
Square both sides, cancel $\phi_0$, and multiply by $\gamma^2$:
\begin{equation}
d^2+2\gamma\sqrt{\phi_0}\,d=\gamma^2V .
\end{equation}
For $V>0$ the rise $d$ is positive. Division by $\gamma^2d$ gives
\begin{equation}
\frac{V}{d}=\frac{1}{\gamma^2}\,d+\frac{2\sqrt{\phi_0}}{\gamma}.
\label{line}
\end{equation}
A plot of $V/d$ against $d$ is a straight line. Its slope gives $\gamma$, and its intercept then gives $\phi_0$.

Let $d_1$ and $d_2$ belong to $V_1=1$ V and $V_2=3$ V. Subtracting the two versions of Eq.~(\ref{line}) eliminates the intercept:
\begin{equation}
\gamma^2=\frac{d_2-d_1}{V_2/d_2-V_1/d_1}.
\end{equation}
Multiplying Eq.~(\ref{line}) by $\gamma^2$ gives the second unknown,
\begin{equation}
B\equiv2\gamma\sqrt{\phi_0}=\gamma^2\frac{V_1}{d_1}-d_1,
\qquad \phi_0=\frac{B^2}{4\gamma^2}.
\end{equation}
The equations are linear in $\gamma^2$ and $B$, so the solution is unique. If both come out positive, $d/\gamma+\sqrt{\phi_0}$ is positive, and squaring has introduced no false root.

The data give $d_1=0.1342$ V and $d_2=0.3165$ V, hence $V_1/d_1=7.45156$ and $V_2/d_2=9.47867$. Then
\begin{align}
\gamma^2&=\frac{0.3165-0.1342}{9.47867-7.45156}=0.08993\ \text{V},\\
\gamma&=0.2999\ \text{V}^{1/2},\\
B&=0.089931\times7.45156-0.1342=0.5359\ \text{V},\\
\phi_0&=\frac{(0.53593)^2}{4\times0.089931}=0.798\ \text{V}.
\end{align}
To two digits, $\gamma=0.30\ \text{V}^{1/2}$ and $\phi_0=0.80$ V. Put back into Eq.~(\ref{law}), this rounded pair gives 0.40000, 0.53416 and 0.71648 V, which round to the three given thresholds.

Three thresholds determine three constants, $V_{T0}$, $\gamma$ and $\phi_0$, so the agreement does not test the model. A fourth threshold would: at $V=2$ V the law predicts 0.6337 V.

\section{Comparison of the estimate with the solution}

The estimate of $\phi_0$ is low by 0.014 V, and that of $\gamma$ is high by 1.4\% of the exact value. Both errors come from the midpoint assignment. For an interval of half-width $h$ centred at total band bending $m$, the mean slope is
\begin{equation}
\frac{\gamma}{\sqrt{m+h}+\sqrt{m-h}}
\approx\frac{\gamma}{2\sqrt m}\left(1+\frac{h^2}{8m^2}\right),
\end{equation}
since $\sqrt{m\pm h}\approx\sqrt m\,[1\pm h/2m-h^2/8m^2]$ and the linear terms cancel in the sum. With $m=1.30$ V, $h=0.5$ V the relative excess is 1.85\% to this order. With $m=2.80$ V, $h=1$ V it is 1.59\%.

These excesses nearly cancel in $s_1/s_2$, which explains the good estimate of $\phi_0$. The remaining 0.26\% raises $R$ by about 0.5\%, or 0.011. Since
\begin{equation}
\frac{d}{dR}\left(\frac{2-0.5R}{R-1}\right)=-\frac{1.5}{(R-1)^2}\approx-1.1\ \text{(V)},
\end{equation}
$\phi_0$ falls by about 0.012 V, close to the actual difference. In $\gamma$ the 1.85\% excess of $s_1$ is not divided out. The low $\phi_0$ takes back about 0.5\%, which leaves roughly the observed 1.4\%.

\section{What the data can and cannot fix}

The ratio $r=d_2/d_1$ does not contain $\gamma$, so it alone determines $\phi_0$. Because
\begin{equation}
\frac{d}{d\phi_0}\left(\sqrt{\phi_0+V}-\sqrt{\phi_0}\right)
=-\frac{\sqrt{\phi_0+V}-\sqrt{\phi_0}}{2\sqrt{\phi_0}\sqrt{\phi_0+V}},
\end{equation}
the logarithmic derivative of the ratio is
\begin{equation}
\frac{d\ln r}{d\phi_0}=\frac{1}{2\sqrt{\phi_0}}
\left(\frac1{\sqrt{\phi_0+V_1}}-\frac1{\sqrt{\phi_0+V_2}}\right)>0 .
\label{sens}
\end{equation}
The ratio rises steadily between two limits. For $\phi_0\ll V_1$, $d\approx\gamma\sqrt V$ and $r\to\sqrt3=1.732$; the data then fix $\gamma$, but by Eq.~(\ref{sens}) a given error in $\ln r$ leaves a relative error in $\phi_0$ that grows as $1/\sqrt{\phi_0}$. For $\phi_0\gg V_2$, $d\approx\gamma V/(2\sqrt{\phi_0})$ and $r\to3$; the data then fix the combination $\gamma/\sqrt{\phi_0}$ but hardly its parts. A measured ratio that lies outside this window by more than its error contradicts the model. Here $r=2.358$, well inside.

Suppose that each threshold may err independently by up to $\pm\epsilon$. To first order,
\begin{equation}
\delta\ln r=\frac{\delta V_T(3)}{d_2}-\frac{\delta V_T(1)}{d_1}
+\delta V_{T0}\left(\frac1{d_1}-\frac1{d_2}\right),
\end{equation}
whose largest magnitude is $2\epsilon/d_1$. For $\epsilon=1$ mV this is 0.0149. Equation~(\ref{sens}) evaluates to 0.130 V$^{-1}$, so $\phi_0$ may move by $0.0149/0.130\approx0.11$ V. The full nonlinear recovery gives these ranges:

\begin{center}
\begin{tabular}{lcc}
Error of each $V_T$ & $\gamma$ (V$^{1/2}$) & $\phi_0$ (V)\\
0.05 mV (rounding) & 0.2994--0.3004 & 0.793--0.804\\
1 mV & 0.2905--0.3103 & 0.69--0.92
\end{tabular}
\end{center}

Errors of 1 mV thus cost 3 to 4\% in $\gamma$ but 13 to 16\% in $\phi_0$. The ratio $r$, which alone determines $\phi_0$, changes only slowly with it: by about 1.3\% for each 0.1 V.

\section{The device behind the numbers}

Take silicon at 300 K, with $\phi_t=25.85$ mV, $n_i=1.0\times10^{10}$ cm$^{-3}$ and relative permittivities 11.7 for silicon and 3.9 for the oxide. If $\phi_0=2\phi_F$,
\begin{equation}
N=n_ie^{\phi_0/2\phi_t}=10^{10}\,e^{0.79844/0.051704}
\approx5.1\times10^{16}\ \text{cm}^{-3}.
\end{equation}
Equation~(\ref{device}) then gives
\begin{equation}
C_{ox}=\frac{\sqrt{2q\varepsilon_sN}}{\gamma}=0.433\ \mu\text{F/cm}^2,
\qquad t_{ox}=\frac{\varepsilon_{ox}}{C_{ox}}=8.0\ \text{nm}.
\end{equation}
The exponential makes this doping fragile. Errors of 1 mV in the thresholds spread it from $6.5\times10^{15}$ to $5.6\times10^{17}$ cm$^{-3}$, and since $t_{ox}\propto\gamma/\sqrt N$, the thickness becomes uncertain by a factor of about three either way. If $C_{ox}$ is measured separately, $N=(\gamma C_{ox})^2/(2q\varepsilon_s)$ is far better: a 3\% error in $\gamma$ costs about 6\% in $N$. The systematic shifts of $\gamma$ found below, to 0.309 and $0.318\ \text{V}^{1/2}$, would cost about 6\% and 12\%.

The flat-band voltage is $V_{FB}=V_{T0}-\phi_0-\gamma\sqrt{\phi_0}=-0.67$ V. An n$^+$ gate with its Fermi level at the conduction-band edge, and no oxide charge, would give $-(0.56\ \text{V}+\phi_F)=-0.96$ V. The difference of 0.29 V corresponds to a sheet of $C_{ox}\times0.293\ \text{V}/q=7.9\times10^{11}$ acceptors per cm$^2$ at the interface, an idealized threshold-adjust implant. The depth matters: a fully depleted sheet of dose $D$ at depth $x$ adds $qDx/\varepsilon_s$ to the band bending and, in the depletion approximation, lowers the recovered $\phi_0$ by the same amount. For this dose that is 0.12 V at a depth of 10 nm. With mobile carriers kept, the higher field above the sheet reduces the electron charge and the cancellation found above is incomplete: the drop is 0.14 V at 10 nm and still 0.02 V at 1 nm. Reading $\phi_0$ as $2\phi_F$ therefore requires a sheet very close to the interface.

Real devices can break two assumptions. First, the body may be implanted and not uniform: as the bias rises from 0 to 3 V the depletion edge moves from 142 to 311 nm, and the fit assumes one doping over that whole depth. Apart from the thin sheet considered above, the resulting error depends on the profile and is not estimated here. The channel must also be much longer than these widths. Secondly, threshold is read from a current, not from a band bending, and this can move the recovered $\phi_0$ by 0.1 V or more, depending on the criterion, as follows.

\subsection*{Threshold read from a current}

At low drain voltage and fixed mobility, a fixed current means a fixed inversion charge $Q_i$. Write the total charge as $C_{ox}\gamma\sqrt{\psi_s+\phi_te^u}$, with $u=(\psi_s-\phi_0-V)/\phi_t$ and the small hole term dropped. Subtracting the depletion charge $C_{ox}\gamma\sqrt{\psi_s}$ and expanding for a small electron term gives
\begin{equation}
\frac{Q_i}{C_{ox}}\approx\frac{\gamma\phi_te^u}{2\sqrt{\psi_s}} .
\end{equation}
Body bias raises the field and squeezes the electron layer, so $e^u$ must grow as $\sqrt{\psi_s}$ to keep $Q_i$ fixed. From 0 to 3 V the band bending needed drifts upward by
\begin{equation}
\phi_t\,\Delta u\approx\frac{\phi_t}{2}\ln\frac{\phi_0+3}{\phi_0}=20\ \text{mV}
\end{equation}
beyond the 3 V in the law. A charge-sheet calculation at $Q_i/C_{ox}=10$ mV also gives 20 mV. When thresholds calculated in this way for the same device are put through the recovery, they return $\gamma=0.309\ \text{V}^{1/2}$ and $\phi_0=0.67$ V. Read as $2\phi_F$, that value would put the doping too low by a factor of about 11, or about 13 when the electron density is integrated exactly. The recovered $\phi_0$ depends strongly on the level chosen: with the exact integral it is 0.55, 0.61 and 0.71 V at $Q_i/C_{ox}=0.1$, 1 and 50 mV, while $\gamma$ stays at 0.308 to $0.309\ \text{V}^{1/2}$. A mobility that falls with the normal field, as in real devices, lowers it further; for a power $-0.3$ of the effective field the 10 mV value becomes 0.63 V.

In the same charge-sheet model, linear extrapolation to zero from $Q_i/C_{ox}=0.3$ and 0.4 V returns $0.309\ \text{V}^{1/2}$ and 0.76 V. The charge-sheet approximation puts this $\phi_0$ about 0.02 V too high: exact integration of the electron density gives 0.74 V. It also depends on the range chosen for the extrapolation, rising with the exact charge from 0.71 V for 0.1 to 0.2 V to 0.79 V for 0.8 to 1.0 V. With such criteria $\phi_0$ is a fitting parameter, not a measurement of $2\phi_F$.

\subsection*{Other neglected effects}

Confinement lifts the electron levels above the band edge at the surface. A triangular-well estimate for (100) silicon gives extra band bending of 21, 31 and 42 mV at the three biases, as the surface field grows from 0.11 to 0.24 MV/cm. Added to the ideal definition, it changes the recovered pair to $0.318\ \text{V}^{1/2}$ and 0.78 V. These values assume the implant sheet lies exactly at the interface. A sheet of the dose found above adds 0.12 MV/cm to the field above its depth, and at 3 nm it raises the shifts to 34, 45 and 57 mV. This is a first-order figure, and it should not simply be added to the shifts above.

At 358 K, with $N$ and $\gamma$ held fixed, $2\phi_F$ falls to 0.70 V and the threshold rise from 0 to 3 V grows by about 9 mV. At 3 V the planar source junction carries about 0.25 MV/cm, half of a rough avalanche field of 0.5 MV/cm, so breakdown does not limit these measurements in this estimate. The computed values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Biases (V): [0. 1. 3.]
Input thresholds (V): 0.4000 0.5342 0.7165
Rises d1, d2 (V): 0.1342 0.3165; ratio 2.3584
Ratio limits for 1 and 3 V: 1.732 to 3.000
V/d at 1 and 3 V: 7.45156 9.47867
Line slope (1/V): 11.1196; intercept: 5.9593
gamma^2 (V): 0.089931
B = 2 gamma sqrt(phi0) (V): 0.53593
Recovered gamma (V^0.5): 0.29989
Recovered phi0 (V): 0.79844
Root search gamma, phi0: 0.29989 0.79844
Rounded gamma, phi0: 0.30 0.80
VT from rounded pair (V): 0.40000 0.53416 0.71648
Error 0.05 mV: gamma 0.2994 to 0.3004 V^0.5
Error 0.05 mV: phi0 0.7927 to 0.8042 V
Error 0.05 mV: doping 4.56e+16 to 5.69e+16 cm^-3
Error 1 mV: gamma 0.2905 to 0.3103 V^0.5
Error 1 mV: phi0 0.6922 to 0.9225 V
Error 1 mV: doping 6.53e+15 to 5.61e+17 cm^-3
T (K): 300; kT/q (mV): 25.852
Input n_i (cm^-3): 1.0e+10
Input relative permittivities Si, oxide: 11.7 3.9
Doping if phi0 = 2 phiF (cm^-3): 5.089e+16
Cox (uF/cm^2): 0.4334; oxide thickness (nm): 7.97
Flat-band voltage (V): -0.6664; ideal n+ gate: -0.9592
Equivalent shallow acceptor dose (cm^-2): 7.92e+11
Depletion widths (nm): 142.4 213.8 310.7
Full-Poisson VT (V): 0.40000 0.53420 0.71650
Predicted VT at 2 V bias (V): 0.6337
Constant-charge level Qi/Cox (mV): 10
Its band-bending drift, 0 to 3 V (mV): 20.02
Drift estimate (kT/2q) ln ratio (mV): 20.16
Constant-charge gamma, phi0: 0.3088 0.6740
Extrapolation from Qi/Cox (V): 0.3 and 0.4
Extrapolated-VT gamma, phi0: 0.3091 0.7635
Si surface fields (MV/cm): 0.1121 0.1682 0.2445
Quantum shifts (mV): 21.11 30.60 42.49
With quantum shift gamma, phi0: 0.3178 0.7763
2 phiF at 358 K (V): 0.7044; gap input 1.20 eV
VT rise 0 to 3 V, 300 K and hot (V): 0.3165 0.3255
Junction field at 3 V (MV/cm): 0.250
Rough avalanche field (MV/cm): 0.5
Oxide field at threshold, 3 V (MV/cm): 0.734
\end{verbatim}
